# Does scaling imply the Callan-Gross relation? A referee's comment: a program that tests the result

```python
"""
Callan-Gross relation: result under test.
Collinear pointlike Dirac partons give F2 = 2 x F1; scalar partons give the
same scaling F2 but F1 = 0. Scaling alone therefore does not fix F2/(2 x F1).
Natural units, metric (+,-,-,-), momenta in GeV.
P: target momentum, q: photon momentum, Q2 = -q.q, x = Q2/(2 P.q),
y = P.q/P.k with k the incoming lepton, f(x): parton number density,
T: spin-averaged elastic current tensor of one parton of unit charge,
R = sigma_L/sigma_T: longitudinal over transverse photon absorption.
"""
import numpy as np
from scipy.integrate import quad

metric = np.diag([1.0, -1.0, -1.0, -1.0])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2), complex)
gamma = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
                 + [np.block([[zero2, s], [-s, zero2]]) for s in pauli])


def dot(a, b):
    return a @ metric @ b


def slash(p):
    return np.einsum('m,mab->ab', metric @ p, gamma)


def on_shell(three_momentum, mass):
    v = np.array(three_momentum, float)
    return np.array([np.sqrt(mass**2 + v @ v), *v])


def spinors(p, mass):
    """Two positive-energy solutions as columns, norm ubar u = 2 mass."""
    return (slash(p) + mass * np.eye(4))[:, :2] / np.sqrt(p[0] + mass)


def dirac_currents(p, p_out, mass, pauli_coupling=0.0):
    """J[mu, final spin, initial spin], optional constant Pauli term."""
    q_slash = slash(p_out - p)
    vertex = np.array([g - 0.5 * pauli_coupling * (g @ q_slash - q_slash @ g)
                       for g in gamma])
    u_bar = spinors(p_out, mass).conj().T @ gamma[0]
    return np.array([u_bar @ v @ spinors(p, mass) for v in vertex])


def dirac_tensor(p, p_out, mass, pauli_coupling=0.0):
    J = dirac_currents(p, p_out, mass, pauli_coupling)
    return 0.5 * np.einsum('mab,nab->mn', J, J.conj())


def scalar_tensor(p, p_out):
    return np.outer(p + p_out, p + p_out)


# ---- Dirac equation and tensor difference for general massive kinematics
mass = 0.7
p = on_shell([0.4, -0.8, 1.1], mass)
p_out = on_shell([-1.3, 0.5, 2.2], mass)
q = p_out - p
Q2 = -dot(q, q)
assert np.allclose(slash(p) @ spinors(p, mass), mass * spinors(p, mass))
spin_term = dirac_tensor(p, p_out, mass) - scalar_tensor(p, p_out)
expected = Q2 * (-metric + np.outer(q, q) / dot(q, q))
assert np.allclose(spin_term, expected, atol=1e-10)
p_hat = p - q * dot(p, q) / dot(q, q)
assert np.allclose(scalar_tensor(p, p_out), 4 * np.outer(p_hat, p_hat))


# ---- Structure functions from the hadronic tensor, with a narrow Gaussian
# replacing the mass-shell delta function (error quadratic in the width)
def density(x):
    return 6 * x * (1 - x)


def structure_functions(x, Q2, partons, width=1e-4):
    Q = np.sqrt(Q2)
    P = Q / (2 * x) * np.array([1.0, 0, 0, 1.0])
    q = np.array([0, 0, 0, -Q])
    Pq = dot(P, q)
    grid = x + width * np.linspace(-8, 8, 129)
    step = grid[1] - grid[0]
    virtuality_width = 2 * Pq * width
    W = np.zeros((4, 4), complex)
    for xi in grid:
        p_in, p_fin = xi * P, xi * P + q
        left = np.array([slash(p_fin) @ g for g in gamma])
        right = np.array([slash(p_in) @ g for g in gamma])
        tensors = {'dirac': 0.5 * np.einsum('mab,nba->mn', left, right),
                   'scalar': scalar_tensor(p_in, p_fin)}
        v = (2 * xi * Pq - Q2) / virtuality_width
        delta = np.exp(-v**2 / 2) / (np.sqrt(2 * np.pi) * virtuality_width)
        for charge, kind in partons:
            W += (charge**2 * step * density(xi) / xi
                  * 0.5 * delta * tensors[kind])
    P_low = metric @ P
    A = Q2 / Pq**2 * (P_low @ W @ P_low).real
    F1 = 0.5 * (-np.sum(metric * W).real + A)
    return F1, 2 * x * (A + F1)


models = {'both Dirac': [(2/3, 'dirac'), (1/3, 'dirac')],
          'both scalar': [(2/3, 'scalar'), (1/3, 'scalar')],
          'mixed': [(2/3, 'dirac'), (1/3, 'scalar')]}
x = 0.25
number = quad(density, 0, 1)[0]
momentum = quad(lambda t: t * density(t), 0, 1)[0]
assert abs(number - 1) < 1e-10 and abs(2 * momentum - 1) < 1e-10
print(f"Bjorken x = {x:.2f}; parton density f(x) = {density(x):.4f}")
print(f"partons of each kind = {number:.3f}; momentum share = {momentum:.3f}")
print("mixed model: Dirac charge 2/3, scalar charge 1/3 (units of e)")

results = {}
for name, partons in models.items():
    for Q2 in (10.0, 1000.0):
        F1, F2 = structure_functions(x, Q2, partons)
        dirac_sum = sum(c**2 for c, k in partons if k == 'dirac')
        all_sum = sum(c**2 for c, k in partons)
        assert abs(F1 - 0.5 * dirac_sum * density(x)) < 1e-6
        assert abs(F2 - x * all_sum * density(x)) < 1e-6
        if name in results:
            assert np.allclose(results[name], (F1, F2), atol=1e-8)
        results[name] = (F1, F2)
        print(f"{name}, Q2 = {Q2:.0f} GeV^2: F1 = {F1:.5f}, F2 = {F2:.5f}, "
              f"2xF1/F2 = {2*x*F1/F2:.4f}")
F1, F2 = results['mixed']
R_mixed = (F2 - 2 * x * F1) / (2 * x * F1)
assert abs(R_mixed - (1/3)**2 / (2/3)**2) < 1e-5
print(f"mixed: R = sigma_L/sigma_T = {R_mixed:.4f}")


# ---- Lepton-parton cross section from explicit amplitudes, in the parton CM
# frame; reduced = (Q^4/(4 pi alpha^2 s)) d2sigma/dx dy
def contracted_amplitude(y, kind):
    """Spin-averaged lepton-parton contraction divided by 4 s_parton^2."""
    cos_t = 1 - 2 * y
    sin_t = np.sqrt(1 - cos_t**2)
    k, p = on_shell([0, 0, 1], 0), on_shell([0, 0, -1], 0)
    k_out = on_shell([sin_t, 0, cos_t], 0)
    p_out = on_shell([-sin_t, 0, -cos_t], 0)
    assert abs(dot(p, k - k_out) / dot(p, k) - y) < 1e-12
    lepton = metric @ dirac_tensor(k, k_out, 0) @ metric
    parton = (dirac_tensor(p, p_out, 0) if kind == 'dirac'
              else scalar_tensor(p, p_out))
    s_parton = dot(k + p, k + p)
    return np.sum(lepton * parton).real / (4 * s_parton**2)


for name, partons in models.items():
    F1, F2 = results[name]
    values = []
    for y in (0.1, 0.5, 0.9):
        reduced = sum(c**2 * x * density(x) * contracted_amplitude(y, kind)
                      for c, kind in partons)
        assert abs(reduced - (x * y**2 * F1 + (1 - y) * F2)) < 1e-6
        if name == 'both Dirac':
            assert abs(reduced - F2 * (1 + (1 - y)**2) / 2) < 1e-6
        if name == 'both scalar':
            assert abs(reduced - F2 * (1 - y)) < 1e-6
        values.append(f"{reduced:.5f}")
    print(f"{name}: reduced cross section at y = 0.1, 0.5, 0.9: "
          + ", ".join(values))


# ---- Breit frame: photon carries only z momentum, parton reverses p_z
def breit_momenta(Q2, kT, mass):
    Q = np.sqrt(Q2)
    return (on_shell([kT, 0, Q / 2], mass), on_shell([kT, 0, -Q / 2], mass))


def strengths(T):
    """Longitudinal and mean transverse absorption strengths."""
    return T[0, 0].real, 0.5 * (T[1, 1] + T[2, 2]).real


Q2 = 10.0
p, p_out = breit_momenta(Q2, 0, 0)
J = dirac_currents(p, p_out, 0) / np.sqrt(Q2)
raising = (J[1] + 1j * J[2]) / np.sqrt(2)
lowering = (J[1] - 1j * J[2]) / np.sqrt(2)
assert np.allclose(J[0], 0, atol=1e-12)
for transverse in (raising, lowering):
    assert np.allclose(np.diag(transverse), 0, atol=1e-12)
    assert np.count_nonzero(abs(transverse) > 1e-10) == 1
print(f"Breit frame, massless Dirac: largest |J_long|/Q = "
      f"{np.max(abs(J[0])):.4f}")
print(f"  J_z changed by one unit: |J_trans|/Q = {np.max(abs(raising)):.4f}")
print(f"  J_z unchanged: |J_trans|/Q = {np.max(abs(np.diag(raising))):.4f}")
L_dirac, T_dirac = strengths(dirac_tensor(p, p_out, 0))
L_scalar, T_scalar = strengths(scalar_tensor(p, p_out))
assert abs(T_dirac - L_scalar) < 1e-10 and abs(T_scalar) < 1e-12
print(f"strengths/Q2, Dirac: L = {L_dirac/Q2:.4f}, T = {T_dirac/Q2:.4f}")
print(f"strengths/Q2, scalar: L = {L_scalar/Q2:.4f}, T = {T_scalar/Q2:.4f}")

# ---- Corrections from transverse momentum and mass, and from a Pauli term
kT_example, a_example = 0.5, 0.1
print(f"transverse momentum kT = {kT_example:.2f} GeV, parton mass = 0 GeV")
print(f"Pauli coupling a = {a_example:.2f} GeV^-1 (used with kT = 0)")
for Q2 in (10.0, 100.0, 1000.0):
    for m in (0.3, 0.0):
        kT = kT_example
        p, p_out = breit_momenta(Q2, kT, m)
        L, T = strengths(dirac_tensor(p, p_out, m))
        R_dirac = L / T
        L, T = strengths(scalar_tensor(p, p_out))
        inverse_R_scalar = T / L
        assert np.isclose(R_dirac, 4 * (m**2 + kT**2) / (Q2 + 2 * kT**2))
        assert np.isclose(inverse_R_scalar,
                          2 * kT**2 / (Q2 + 4 * m**2 + 4 * kT**2))
    p, p_out = breit_momenta(Q2, 0, 0)
    L, T = strengths(dirac_tensor(p, p_out, 0, a_example))
    R_pauli = L / T
    assert np.isclose(R_pauli, a_example**2 * Q2)
    print(f"Q2 = {Q2:.0f} GeV^2: Dirac sigma_L/sigma_T = {R_dirac:.5f}, "
          f"scalar sigma_T/sigma_L = {inverse_R_scalar:.5f}")
    print(f"  with Pauli term: sigma_L/sigma_T = {R_pauli:.4f}")

print("PASS")
```

Output:

```
Bjorken x = 0.25; parton density f(x) = 1.1250
partons of each kind = 1.000; momentum share = 0.500
mixed model: Dirac charge 2/3, scalar charge 1/3 (units of e)
both Dirac, Q2 = 10 GeV^2: F1 = 0.31250, F2 = 0.15625, 2xF1/F2 = 1.0000
both Dirac, Q2 = 1000 GeV^2: F1 = 0.31250, F2 = 0.15625, 2xF1/F2 = 1.0000
both scalar, Q2 = 10 GeV^2: F1 = 0.00000, F2 = 0.15625, 2xF1/F2 = 0.0000
both scalar, Q2 = 1000 GeV^2: F1 = 0.00000, F2 = 0.15625, 2xF1/F2 = 0.0000
mixed, Q2 = 10 GeV^2: F1 = 0.25000, F2 = 0.15625, 2xF1/F2 = 0.8000
mixed, Q2 = 1000 GeV^2: F1 = 0.25000, F2 = 0.15625, 2xF1/F2 = 0.8000
mixed: R = sigma_L/sigma_T = 0.2500
both Dirac: reduced cross section at y = 0.1, 0.5, 0.9: 0.14141, 0.09766, 0.07891
both scalar: reduced cross section at y = 0.1, 0.5, 0.9: 0.14063, 0.07812, 0.01562
mixed: reduced cross section at y = 0.1, 0.5, 0.9: 0.14125, 0.09375, 0.06625
Breit frame, massless Dirac: largest |J_long|/Q = 0.0000
  J_z changed by one unit: |J_trans|/Q = 1.4142
  J_z unchanged: |J_trans|/Q = 0.0000
strengths/Q2, Dirac: L = 0.0000, T = 1.0000
strengths/Q2, scalar: L = 1.0000, T = 0.0000
transverse momentum kT = 0.50 GeV, parton mass = 0 GeV
Pauli coupling a = 0.10 GeV^-1 (used with kT = 0)
Q2 = 10 GeV^2: Dirac sigma_L/sigma_T = 0.09524, scalar sigma_T/sigma_L = 0.04545
  with Pauli term: sigma_L/sigma_T = 0.1000
Q2 = 100 GeV^2: Dirac sigma_L/sigma_T = 0.00995, scalar sigma_T/sigma_L = 0.00495
  with Pauli term: sigma_L/sigma_T = 1.0000
Q2 = 1000 GeV^2: Dirac sigma_L/sigma_T = 0.00100, scalar sigma_T/sigma_L = 0.00050
  with Pauli term: sigma_L/sigma_T = 10.0000
PASS
```
